\section*{Exponential trap depths and subdiffusion of molecules in glass}

\section{The model and the waiting time}

\textbf{Q.} A molecule in glass sits in a pocket, escapes over a barrier, and sits in another pocket. Each escape is an ordinary activated event with a finite rate. Why should a collection of such events give anything other than ordinary diffusion?

\textbf{A.} It depends on how the rates are distributed, so the distribution must be stated first. Let every jump pass over the same saddle level. The shallowest pocket lies $E_b$ below it, and a general pocket lies a further $E\ge 0$ down. The escape rate then depends only on the pocket being left:
\begin{equation}
w(E)=\nu e^{-E/k_BT},\qquad \nu=\nu_0e^{-E_b/k_BT},
\end{equation}
where $\nu_0$ is the attempt frequency. The extra depths are independent, with density
\begin{equation}
\rho(E)=\frac{1}{E_0}e^{-E/E_0}.
\end{equation}
A new depth is drawn at each arrival, even if the molecule returns to an old pocket. Jumps have length $a$ and independent directions of zero mean. The molecules are dilute and do not block one another. The algebra is unchanged in atomic units, with $k_B$ kept.

\textbf{Q.} An exponential distribution has a thin tail. Very deep pockets are exponentially rare. Surely they can be ignored?

\textbf{A.} They are exponentially rare, but they also hold the molecule for exponentially long times. The two exponentials compete. To see the outcome, use the relative rate $u=e^{-E/k_BT}$, which lies between 0 and 1. Since $E=-k_BT\ln u$, we have $|dE/du|=k_BT/u$ and $e^{-E/E_0}=u^{k_BT/E_0}$. The density of $u$ is therefore
\begin{equation}
\rho(E)\left|\frac{dE}{du}\right|=\frac{k_BT}{E_0}\,u^{k_BT/E_0-1}=\alpha u^{\alpha-1},
\qquad \alpha=\frac{k_BT}{E_0}.
\end{equation}
Slow rates have a power-law weight. Measure time by $x=\nu t$. A pocket of relative rate $u$ still holds its molecule with probability $e^{-ux}$. Averaging over pockets and substituting $y=ux$ gives
\begin{align}
S(x)&=\int_0^1\alpha u^{\alpha-1}e^{-ux}\,du
=\alpha x^{-\alpha}\int_0^x y^{\alpha-1}e^{-y}\,dy \nonumber\\
&\longrightarrow \alpha\Gamma(\alpha)x^{-\alpha}=\Gamma(1+\alpha)\,x^{-\alpha}
\qquad(x\gg1). \label{tail}
\end{align}
The waiting-time exponent is $k_BT/E_0$.

\textbf{Q.} Nothing in that calculation required a low temperature. Where does the temperature $E_0/k_B$ enter?

\textbf{A.} The power-law tail is indeed present at every temperature. What changes is the mean wait. A pocket of relative rate $u$ has mean wait $1/u$ in units of $1/\nu$, so
\begin{equation}
\langle x_{\rm wait}\rangle=\int_0^1\alpha u^{\alpha-2}\,du=
\begin{cases}\alpha/(\alpha-1),&\alpha>1,\\ \infty,&\alpha\le1.\end{cases}
\label{mean}
\end{equation}
The integral diverges at small $u$, that is, in deep pockets, once $T\le E_0/k_B$. There is then no finite mean time per jump from which to build a diffusion coefficient.

\section{From waits to displacement}

\textbf{Q.} An infinite mean wait could just as well mean that the molecule stops. How do you get a definite law of motion?

\textbf{A.} Count the jumps. Let $N(x)$ be their mean number up to time $x$. After $n$ jumps $\mathbf a_1,\dots,\mathbf a_n$,
\begin{equation}
\Big\langle\Big|\sum_i\mathbf a_i\Big|^2\Big\rangle
=\sum_i\langle a_i^2\rangle+\sum_{i\ne j}\langle\mathbf a_i\cdot\mathbf a_j\rangle=na^2,
\end{equation}
because the cross terms vanish for independent directions of zero mean. The directions are also independent of the waits, so averaging over $n$ gives
\begin{equation}
\langle r^2\rangle=a^2N(\nu t). \label{msd}
\end{equation}

To find $N$, take Laplace transforms in $x$, with variable $s$. The waiting-time density is $\int_0^1\alpha u^{\alpha-1}ue^{-ux}du$, and its transform is
\begin{equation}
\tilde\psi(s)=\int_0^1\alpha u^{\alpha-1}\frac{u}{u+s}\,du,\qquad
1-\tilde\psi(s)=\int_0^1\alpha u^{\alpha-1}\frac{s}{u+s}\,du. \label{psi}
\end{equation}
The second form uses $\int_0^1\alpha u^{\alpha-1}du=1$. The time of the $n$th jump is a sum of $n$ independent waits, so its density has transform $\tilde\psi^n$. The probability that it has happened by time $x$ is the time integral of that density, with transform $\tilde\psi^n/s$. The mean of a counting variable is the sum over $n\ge1$ of the probabilities that it is at least $n$. Hence
\begin{equation}
\tilde N(s)=\frac1s\sum_{n=1}^{\infty}\tilde\psi^n=\frac{\tilde\psi}{s(1-\tilde\psi)}. \label{renewal}
\end{equation}

\textbf{Q.} Long times correspond to small $s$. What does $1-\tilde\psi$ do there when $\alpha<1$?

\textbf{A.} Put $u=sv$ in \eqref{psi}:
\begin{equation}
1-\tilde\psi=\alpha s^\alpha\int_0^{1/s}\frac{v^{\alpha-1}}{1+v}\,dv .
\end{equation}
For $0<\alpha<1$ the integral converges when its upper limit goes to infinity. Writing $1/(1+v)=\int_0^\infty e^{-(1+v)y}dy$ and doing the $v$ integral first,
\begin{equation}
\int_0^\infty\frac{v^{\alpha-1}}{1+v}dv=\Gamma(\alpha)\int_0^\infty y^{-\alpha}e^{-y}dy
=\Gamma(\alpha)\Gamma(1-\alpha)=\frac{\pi}{\sin\pi\alpha}. \label{beta}
\end{equation}
The missing piece beyond $1/s$, where $1+v\approx v$, is $\alpha s^\alpha\int_{1/s}^\infty v^{\alpha-2}dv=\alpha s/(1-\alpha)$. Therefore
\begin{equation}
1-\tilde\psi= Cs^\alpha-Bs+\cdots,\qquad C=\frac{\pi\alpha}{\sin\pi\alpha},\quad B=\frac{\alpha}{1-\alpha}. \label{small}
\end{equation}
To leading order $\tilde N=1/(Cs^{1+\alpha})$. The transform of $x^\alpha$ is $\Gamma(1+\alpha)/s^{1+\alpha}$. Since $N(x)$ never decreases, a Tauberian theorem allows the leading term to be inverted by itself, and \eqref{msd} becomes
\begin{equation}
\boxed{\;\langle r^2\rangle\to a^2\,\frac{\sin\pi\alpha}{\pi\alpha}\,\frac{(\nu t)^\alpha}{\Gamma(1+\alpha)},
\qquad \alpha=\frac{k_BT}{E_0}<1.\;} \label{main}
\end{equation}
The molecule does not stop, but its mean-square displacement grows more slowly than time.

\textbf{Q.} Does the same machinery return ordinary diffusion when it should?

\textbf{A.} Yes. For $\alpha>1$ the factor $s/(u+s)$ in \eqref{psi} may be replaced by $s/u$ at small $s$, because $\int\alpha u^{\alpha-2}du$ converges. Then $1-\tilde\psi\to s\alpha/(\alpha-1)$, $\tilde N\to(1-1/\alpha)/s^2$ and $N\to(1-1/\alpha)x$. In three dimensions $\langle r^2\rangle=6Dt$, so
\begin{equation}
D=\tfrac16a^2\nu\left(1-\frac{1}{\alpha}\right),\qquad T>E_0/k_B. \label{D}
\end{equation}
This vanishes as $T$ falls to $E_0/k_B$. Exactly there, $\alpha=1$ and \eqref{psi} is elementary: $1-\tilde\psi=s\ln(1+1/s)$. Thus $\tilde N\to1/[s^2\ln(1/s)]$. The logarithm varies slowly and can be evaluated at $s\sim1/x$, which gives $\langle r^2\rangle\to a^2\nu t/\ln(\nu t)$.

\section{Hidden assumptions}

\textbf{Q.} You start the clock at $t=0$. A molecule does not know when I start my clock. Why should the law depend on it?

\textbf{A.} Because the starting state is special. The first pocket was chosen with the density $\rho(E)$, as for a molecule just placed in the glass, without preference for deep pockets. Thermal equilibrium would add the Boltzmann factor $e^{E/k_BT}$, giving a weight $e^{E/k_BT-E/E_0}$. For $T<E_0/k_B$ this grows with $E$ and cannot be normalized, so there is no equilibrium state to start from. The molecules keep settling into deeper pockets.

If observation begins after a delay $t_w$, only later jumps count. Their directions are still independent, so
\begin{equation}
\langle|\mathbf r(t_w+t)-\mathbf r(t_w)|^2\rangle=a^2\left[N(\nu t_w+\nu t)-N(\nu t_w)\right]. \label{age}
\end{equation}
For $t\ll t_w$, with $\nu t_w\gg1$, expanding $(t_w+t)^\alpha-t_w^\alpha\approx\alpha t_w^{\alpha-1}t$ gives a mean-square displacement linear in $t$. It resembles normal diffusion, but with a coefficient that falls with the age of the sample. The power $t^\alpha$ requires a clock started at insertion, or an observation with $t\gg t_w$.

\textbf{Q.} In a real glass the pockets stay where they are. A molecule that returns finds the same depth, not a new one. Does the exponent survive?

\textbf{A.} In three dimensions it does, with a changed prefactor. Here is the leading-order argument. Let $p$ be the probability that a walker leaving a site never returns. After $n\gg1$ jumps it has seen about $pn$ different sites. Each departure from a site is final with probability $p$, so the total time spent there is exponentially distributed with rate $pw$ instead of $w$. By \eqref{tail}, this total has the tail $\Gamma(1+\alpha)(px)^{-\alpha}$. The tail of the summed time is weighted by
\begin{equation}
pn\times p^{-\alpha}=p^{1-\alpha}n,
\end{equation}
where redrawn depths would give $n$. In a given time the walker therefore makes more jumps by the factor $p^{\alpha-1}>1$. The mean-square displacement rises by the same factor: each jump direction still has zero mean whatever the path so far, so $\langle r^2\rangle=a^2N$ holds for fixed depths as well.

On a simple cubic lattice, $1/p$ is the mean number of visits to the starting site. For a walk with unit total jump rate this equals the mean time spent there, $\int_0^\infty[e^{-\tau/3}I_0(\tau/3)]^3d\tau$, where the bracket is the probability of zero net displacement along one axis and $I_0$ is a modified Bessel function. Numerical integration gives $p=0.6595$. At $\alpha=0.5$ the predicted factor is $0.6595^{-0.5}=1.231$. A simulation of 16\,000 walks with fixed depths, up to $\nu t=3\times10^5$, gave 1.204, with a sampling error of about 1\%, relative to the inversion of \eqref{renewal} for redrawn depths. The limit is approached slowly from below: the ratio of the Laplace-transformed jump counts is 1.21 at $s=1/(3\times10^5)$ and 1.22 at $s=10^{-8}$.

\textbf{Q.} And in a narrow channel, where returns are unavoidable?

\textbf{A.} There the exponent itself changes. A one-dimensional walker that has spread over a distance of $R$ sites has visited each about $R$ times. The chance that a site's mean holding time exceeds $\tau$, in units of $1/\nu$, is the chance that $u<1/\tau$, namely $\tau^{-\alpha}$. The longest of $R$ holding times follows from $R\tau^{-\alpha}\sim1$, so $\tau\sim R^{1/\alpha}$, and for $\alpha<1$ the sum is of the same order. With $R$ visits, the elapsed time is
\begin{equation}
\nu t\sim R\cdot R^{1/\alpha}=R^{(1+\alpha)/\alpha}\quad\Rightarrow\quad
\langle r^2\rangle\sim a^2(\nu t)^{2\alpha/(1+\alpha)}.
\end{equation}
For $\alpha=0.5$ this exponent is 0.667. A simulation of 3000 walks between $\nu t=10^3$ and $10^5$ gave 0.677. Equation \eqref{main} is therefore not the law for fixed traps in one dimension.

\textbf{Q.} No glass has infinitely deep pockets. Does a greatest depth destroy the result?

\textbf{A.} It limits its duration. With a greatest depth $E_{\max}$, the integrals over $u$ start at $u_c=e^{-E_{\max}/k_BT}$, and the density becomes $\alpha u^{\alpha-1}/(1-u_c^\alpha)$. The mean wait is then finite at every temperature, and normal diffusion returns after roughly the holding time of the deepest pocket,
\begin{equation}
t_c=\nu^{-1}e^{E_{\max}/k_BT}. \label{tc}
\end{equation}
For $\alpha<1$, subdiffusion occupies the window $1/\nu\ll t\ll t_c$.

\section{Hydrogen molecules in silica glass}

\textbf{Q.} Put in numbers. How far does a molecule get?

\textbf{A.} Take dilute molecular hydrogen in silica glass at 300 K, with rough, round parameters: $\nu_0=10^{13}\ \mathrm{s^{-1}}$, $E_b=0.40$ eV, $E_0=0.040$ eV and $a=5$ \AA. The crossover temperature $E_0/k_B$ is 464 K, so the example lies below it. With $k_BT=0.02585$ eV,
\begin{align}
\alpha&=0.02585/0.040=0.646,\nonumber\\
\nu&=10^{13}e^{-0.40/0.02585}=1.91\times10^6\ \mathrm{s^{-1}}.
\end{align}
At $t=1$ s, $\nu t=1.91\times10^6$. The prefactor in \eqref{main} is 0.4907, and the law gives $N=5620$ jumps. Inverting \eqref{renewal} numerically, by integration along a Talbot contour in the complex $s$ plane, gives 5647. Hence
\begin{equation}
\langle r^2\rangle=(5\ \text{\AA})^2\times5647=1.41\times10^5\ \text{\AA}^2,
\end{equation}
and the root-mean-square displacement is 376 \AA, or 37.6 nm.

\textbf{Q.} The inversion gives slightly more jumps than the law. Where do they come from?

\textbf{A.} From the next term in \eqref{small}. Since $\tilde N=1/[s(1-\tilde\psi)]-1/s$, expanding the first fraction in $Bs^{1-\alpha}/C$ gives
\begin{equation}
\tilde N\approx\frac{1}{Cs^{1+\alpha}}+\frac{B}{C^2s^{2\alpha}}-\frac1s,\qquad
\Delta N\approx\frac{B}{C^2}\frac{x^{2\alpha-1}}{\Gamma(2\alpha)}-1 .
\end{equation}
Here $B=1.83$, $C=2.27$, $x^{2\alpha-1}=69$ and $\Gamma(2\alpha)=0.90$, so $\Delta N\approx26$. This agrees with the difference between the unrounded counts, $5646.6-5620.3=26.3$. The correction grows more slowly than the leading term, which is why the local exponent from the inversion at 1 s, 0.645, lies slightly below $\alpha$.

\textbf{Q.} Could I not just quote a diffusion coefficient?

\textbf{A.} You could define an apparent one, $\langle r^2\rangle/6t$, but it depends on when you look. For molecules dilute enough not to block one another, numerical inversion gives $2.8\times10^5$ \AA$^2$/s at 1 ms, $2.35\times10^4$ \AA$^2$/s (or $2.35\times10^{-12}$ cm$^2$/s) at 1 s, and $2.0\times10^3$ \AA$^2$/s at 1000 s. Using the first value to predict the last would overestimate the mean-square displacement by a factor of about 140.

At 600 K, with the other parameters held fixed, $\alpha=1.293$ and $\nu=4.37\times10^9\ \mathrm{s^{-1}}$. Equation \eqref{D} gives
\begin{equation}
D=\tfrac16(25)(4.37\times10^9)(1-1/1.293)=4.1\times10^9\ \text{\AA}^2/\mathrm{s}.
\end{equation}
This is a bulk coefficient. In 1 s it corresponds to a spread of $\sqrt{6Dt}\approx1.6\times10^5$ \AA, so in a thin film the surfaces would intervene much earlier.

\section{What the example leaves out}

\textbf{Q.} Which omission would hurt the 300 K number most?

\textbf{A.} Among the cases tried here, a greatest trap depth of 0.2 eV. A pocket with a mean holding time of 1 s has depth $k_BT\ln(\nu t)=0.374$ eV, so the calculation relies on the exponential tail out to about nine times $E_0$. Inverting \eqref{renewal} with the truncated density, at fixed $\nu$ and $E_0$, gives the following at 1 s:
\begin{center}
\begin{tabular}{ccc}
$E_{\max}$ (eV) & $t_c$ (s) & factor on $\langle r^2\rangle$\\
0.2 & 0.0012 & 12.7\\
0.3 & 0.058 & 3.1\\
0.4 & 2.8 & 1.2
\end{tabular}
\end{center}
Even when $t_c$ exceeds the observation time, the missing tail is noticeable.

Ageing acts the other way. If the molecules have already spent 1 s in the glass, \eqref{age} gives a displacement over the following second whose mean square is 0.56 of the fresh value; longer ageing lowers it further. Fixed traps, on the simple cubic stand-in for the glass network, raise the mean square by a factor of $0.6595^{\alpha-1}=1.16$.

\textbf{Q.} Hydrogen is light. What about tunnelling?

\textbf{A.} Treat the motion along the jump path quantum mechanically, with a harmonic well and a parabolic barrier of the same frequency $\nu_0$. Let $q=h\nu_0/k_BT$, which is 1.60 here; in atomic units $h=2\pi$. At an energy $yk_BT$ from the barrier top, the barrier transmits with probability $1/(1+e^{-2\pi y/q})$. The thermal average follows from \eqref{beta} with $v=e^{-2\pi y/q}$:
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/q}}
=\frac{q}{2\pi}\int_0^\infty\frac{v^{q/2\pi-1}}{1+v}dv=\frac{q/2}{\sin(q/2)},\qquad q<2\pi .
\end{equation}
Classically it would be $\int_0^\infty e^{-y}dy=1$. The well's partition function falls from the classical $1/q$ to $1/[2\sinh(q/2)]$, which raises the rate by a factor of $2\sinh(q/2)/q$. The product of the two factors is
\begin{equation}
\frac{\sinh(q/2)}{\sin(q/2)}=\frac{\sinh0.80}{\sin0.80}=1.24 .
\end{equation}
Because $\langle r^2\rangle\propto\nu^\alpha$, the mean square rises by a factor of $1.24^{0.646}=1.15$. This depends on the assumed curvature. If the well and barrier parabolas join halfway up the 0.40 eV barrier and span the full 5 \AA\ jump, a hydrogen molecule has a frequency of only $5.6\times10^{12}\ \mathrm{s^{-1}}$ in them, and the factor on the rate falls to 1.07. Vibrations across the path are left out; stiffer confinement at the saddle would act the other way.

\textbf{Q.} Can the molecules fill the deep pockets, or reach the edge of the glass?

\textbf{A.} The fraction of pockets with mean holding times above 1 s is $(\nu t)^{-\alpha}=8.7\times10^{-5}$. For an assumed loading of $10^{-6}$ molecules per site, even if every molecule sat in such a pocket there would be only 0.011 molecules per pocket, so blocking is weak at 1 s. It grows with time and with loading. The fraction of pockets with mean holding times above 1000 s is only $1.0\times10^{-6}$, equal to the assumed loading; at a loading near $10^{-4}$ the two are already comparable at 1 s. Molecules excluded from the deepest pockets move faster than \eqref{main} predicts. For a film 10\,000 \AA\ thick, with molecules starting at its midplane, the root-mean-square displacement along the normal is $376/\sqrt3=217$ \AA, which is 0.043 of the half thickness. The surfaces matter little at 1 s.

\textbf{Q.} How closely does this resemble real silica?

\textbf{A.} A barrier of a few tenths of an electronvolt and jumps of a few angstroms are roughly typical for hydrogen molecules in silica. The exponential form and the value of $E_0$ are model choices, not measured properties. So is the common saddle level, which puts all the disorder into pocket depths and none into the barriers; over one day at 300 K the model needs pockets 0.67 eV deeper than the shallowest. Hydrogen loading of silica fibres near room temperature, at loadings far above $10^{-6}$, is commonly described by ordinary diffusion with $D$ of order $10^{-11}$ cm$^2$/s, which gives tens of micrometres in a day, where the dilute model gives 1.5 $\mu$m. The example illustrates \eqref{main}; it is not a prediction for such samples. More generally, suppose a measurement below 464 K showed a diffusion coefficient that does not depend on time. Over times much shorter than the age of the sample, this would not contradict the model, as \eqref{age} shows. If it persisted to times much longer than that age, the dilute model with these parameters would fail. The exponential tail might be cut off, $E_0$ might be smaller than assumed, or the molecules might have filled the deepest pockets. The unbounded tail therefore needs checking before the model is applied to a real sample: the table shows that a cut-off can move the mean square by a factor of ten or more. Reaction with the network is also omitted and has not been sized. For an ion, \eqref{main} further requires zero electric field, since a field gives the jumps a mean direction and the cross terms behind \eqref{msd} no longer vanish.
